# The Image Plane of a Metal Surface as an Induced-Charge Centroid

**Q.** A charge outside a metal is attracted by its image, and the force depends on the distance to the surface. The metal ends at its last plane of atoms. Why should I measure the distance from anywhere else?

**A.** Because the attraction comes from displaced electrons, and nothing requires them to be displaced at the atomic plane. Let us define the plane by the energy and then find it. Let $z$ point out of the metal, and put a static charge $q$ in vacuum at height $Z$, beyond the electron tail. If at large $Z$ its interaction energy has the form

$$W(Z)=-\frac{q^2}{16\pi\varepsilon_0}\,\frac{1}{Z-p}+\text{terms falling faster than }1/Z^2 ,$$

then $p$ is the position of the image plane. The definition is unambiguous: since $1/(Z-p)=1/Z+p/Z^2+\dots$, two different values of $p$ give different $1/Z^2$ terms.

**Q.** At large $Z$ the first term does not contain $p$ at all. You are defining a position by a correction.

**A.** Yes, so the derivation must be right to that order. I assume that the metal responds linearly and statically, is planar on average, and is grounded. I average $W$ over the lateral position of the charge. The unperturbed neutral surface then exerts no average force on it, and $W$ starts at order $q^2$.

**Q.** The field of a point charge is not uniform. How do you handle it?

**A.** By splitting it into waves along the surface. For lateral wavevector $\mathbf k$, with $k=|\mathbf k|$, Poisson's equation for the charge alone is

$$\varphi''-k^2\varphi=-\frac{q}{\varepsilon_0}\,\delta(z-Z).$$

The solution that decays on both sides is $A e^{-k|z-Z|}$. Its slope jumps by $-2kA$ at $z=Z$, which must equal $-q/\varepsilon_0$, so $A=q/(2\varepsilon_0k)$. Below the charge, each wave is therefore

$$\varphi_{\rm ext}=\varphi_0e^{kz},\qquad \varphi_0=\frac{q}{2\varepsilon_0k}\,e^{-kZ}.$$

The metal answers with a potential that decays outward. Between the electron tail and the charge, the total is

$$\varphi(z)=\varphi_0\left[e^{kz}-g(k)\,e^{-kz}\right].$$

This defines the reflection factor $g(k)$. If it depends on the direction of $\mathbf k$, I mean its average over directions.

**Q.** A crystal surface is corrugated. A wave $\mathbf k$ will also produce waves $\mathbf k+\mathbf G$, where $\mathbf G$ is a lateral reciprocal vector.

**A.** It will. Their contribution to the energy carries a phase $e^{i\mathbf G\cdot\mathbf R}$ in the lateral position $\mathbf R$ of the charge, so it vanishes in the average. Even without averaging it is small far out. It contains $e^{-kZ}$ from the incoming wave and $e^{-|\mathbf k+\mathbf G|Z}$ from the outgoing one, and $k+|\mathbf k+\mathbf G|\ge G$ by the triangle inequality. The corrugation still influences $g(k)$, because the electrons respond to all components together. The $\mathbf k$ component nevertheless obeys its own Poisson equation, with the $\mathbf k$ component of the charge as source.

**Q.** Then give me the energy in terms of $g$.

**A.** The induced part of the potential at the charge is the sum of $-\varphi_0\,g\,e^{-kZ}$ over all waves:

$$\varphi_{\rm ind}=-\int\!\frac{d^2k}{(2\pi)^2}\,\frac{q\,g(k)}{2\varepsilon_0k}\,e^{-2kZ}
=-\frac{q}{4\pi\varepsilon_0}\int_0^\infty\! g(k)\,e^{-2kZ}\,dk ,$$

where $d^2k=2\pi k\,dk$ was used. Now build the charge up from zero. At an intermediate value $q'$ the induced potential is $(q'/q)\varphi_{\rm ind}$, because the response is linear. The work is

$$W=\int_0^q\frac{q'}{q}\,\varphi_{\rm ind}\,dq'=\tfrac12 q\varphi_{\rm ind}
=-\frac{q^2}{8\pi\varepsilon_0}\int_0^\infty g(k)\,e^{-2kZ}\,dk .$$

The factor $e^{-2kZ}$ restricts the integral to $k$ of order $1/Z$. The distant charge therefore probes the long-wavelength response, and I need $g$ to first order in $k$.

**Q.** And the long-wavelength limit is a uniform field?

**A.** Near the surface, yes: over distances much shorter than $1/k$ the incoming wave looks like a constant plus a uniform field. So take the uniform perpendicular field first. Let $\delta\rho(z)$ be the laterally averaged induced charge density and $\varphi(z)$ the average change of the total electrostatic potential. Deep inside the metal the field is screened and the grounded potential is unchanged, so $\varphi$ and $\varphi'$ vanish there. Integrating $\varphi''=-\delta\rho/\varepsilon_0$ once gives

$$\varphi'(z)=-\frac1{\varepsilon_0}\int_{-\infty}^{z}\delta\rho(z')\,dz' .$$

Integrate again and exchange the order of the two integrations. A charge at $z'$ contributes to $\varphi'$ at every height between $z'$ and $z$, an interval of length $z-z'$, so

$$\varphi(z)=-\frac1{\varepsilon_0}\int_{-\infty}^{z}(z-z')\,\delta\rho(z')\,dz' .$$

Beyond the electron tail the integrals contain all the induced charge. With $\Sigma=\int\delta\rho\,dz$,

$$\varphi(z)=-\frac{\Sigma}{\varepsilon_0}\,(z-z_0),\qquad
z_0=\frac{\int z\,\delta\rho(z)\,dz}{\int\delta\rho(z)\,dz}.$$

The straight line of potential in vacuum, continued back into the surface, reaches zero at the centroid of the induced charge. The true potential bends away from that line inside the charge layer.

**Q.** That is a statement about a capacitor. You still owe me the point charge.

**A.** The link is the slope of the potential divided by its value, taken at a fixed height $a$ just beyond the tail: $\lambda(k)=\varphi'(a)/\varphi(a)$. From the form of $\varphi$ outside,

$$\lambda\left(e^{ka}-g\,e^{-ka}\right)=k\left(e^{ka}+g\,e^{-ka}\right).$$

Collecting the terms with $g$ on one side gives $(\lambda-k)e^{ka}=g(\lambda+k)e^{-ka}$, hence

$$g=e^{2ka}\,\frac{1-k/\lambda}{1+k/\lambda}.$$

No approximation has entered here. Now let $k\to0$. I assume that the response passes continuously into the uniform-field response, for which the straight line gives $1/\lambda=a-z_0$. To first order in $k$ the exponential is $1+2ka$ and the fraction is $1-2k(a-z_0)$, so

$$g=1+2ka-2k(a-z_0)+o(k)=1+2kz_0+o(k).$$

The auxiliary height $a$ has dropped out, as it must.

**Q.** Put it into the energy, with the factors.

**A.** The two integrals are $\int_0^\infty e^{-2kZ}dk=1/(2Z)$ and $\int_0^\infty 2kz_0\,e^{-2kZ}dk=2z_0/(2Z)^2=z_0/(2Z^2)$. Therefore

$$W=-\frac{q^2}{8\pi\varepsilon_0}\left[\frac1{2Z}+\frac{z_0}{2Z^2}+o(Z^{-2})\right]
=-\frac{q^2}{16\pi\varepsilon_0}\left[\frac1Z+\frac{z_0}{Z^2}+o(Z^{-2})\right].$$

Comparison with the definition gives $p=z_0$. The image plane lies at the centroid of the charge induced by a weak uniform perpendicular field.

**Q.** Where does the argument break down?

**A.** Screening deep inside is essential. Replace the metal by an insulator of relative permittivity $\epsilon$ filling $z<0$. Inside, $\varphi\propto e^{kz}$, and continuity of the displacement gives $\lambda=\epsilon k$ just outside. With $a=0$, $g=(\epsilon-1)/(\epsilon+1)$, which does not tend to one. The leading $1/Z$ term is then itself reduced. An insulator with a diffuse surface still has a $1/Z^2$ correction, and so a plane of its own, but that plane is not the centroid: for a local permittivity $1+3/(1+e^{z/w})$ it lies at $1.11w$, while the centroid of the induced charge lies at $1.39w$. The result also needs a weak field and a charge that moves slowly enough for the static response to apply.

**Q.** How quickly does the image law become good?

**A.** Suppose that $1/\lambda$ can be expanded in powers of $k^2$: $1/\lambda=a-z_0+bk^2+\dots$. This is an extra assumption about the response. The logarithm of the formula for $g$ is

$$\ln g=2ka-2\,\mathrm{artanh}\frac k\lambda
=2ka-\frac{2k}{\lambda}-\frac{2k^3}{3\lambda^3}-\dots=2kz_0+2ck^3+\dots,$$

with $c=-b-(a-z_0)^3/3$. There is no $k^2$ term. Write $\zeta=Z-z_0$ and $g\approx e^{2kz_0}(1+2ck^3)$. Since $\int_0^\infty k^3e^{-2k\zeta}dk=6/(2\zeta)^4=3/(8\zeta^4)$,

$$W\approx-\frac{q^2}{8\pi\varepsilon_0}\left[\frac1{2\zeta}+\frac{3c}{4\zeta^4}\right]
=-\frac{q^2}{16\pi\varepsilon_0}\left[\frac1\zeta+\frac{3c}{2\zeta^4}\right].$$

If you force the simple image law on this energy, you infer a plane at $Z-\zeta/[1+3c/(2\zeta^3)]\approx z_0+3c/(2\zeta^2)$. The apparent plane approaches the centroid as the inverse square of the distance.

**Q.** I would like to see that on a surface that is not flat.

**A.** Take a model metal whose charge responds locally to the potential, with a screening strength that fades smoothly through the surface and varies periodically along it. The uniform field gives a centroid at $-0.14687$ bohr, measured from the height where the average squared screening strength has halved. At finite $k$, with $\mathbf k$ along the direction of the corrugation, $\ln g/(2k)$ exceeds the centroid by $0.006621$ bohr for $k=0.10$ per bohr and by $0.001653$ bohr for $k=0.05$ per bohr. The ratio is $4.006$, as a $k^2$ law requires. These digits belong to a grid of $0.1$ bohr and a finite box; the converged centroid is $-0.1464$ bohr and the two excesses are about 0.4 % larger.

The second value gives $c=0.001653/0.05^2=0.661$ bohr$^3$. At $Z=20$ bohr, $\zeta=20.147$ bohr, and the predicted excess of the apparent plane is $1.5\times0.661/20.147^2=0.0024$ bohr. The energy integral, evaluated with this same $g(k)$ for every direction instead of the directional average, puts the apparent plane at $-0.14442$ bohr, an excess of $0.0025$ bohr. This checks the inverse-square law; the exact coefficient for the corrugated surface would need the average.

**Q.** That centroid is negative! In this model the image plane is on the inner side.

**A.** It is, and the derivation allows it, but little should be read into the sign. The model has no atoms and its origin is a convention. The squared screening strength fades as $1/(1+e^{z/w})$ with $w=0.5$ bohr, and widening this to about $0.56$ bohr moves the centroid through zero to the outer side. A simpler case shows how a negative value can arise. Let local screening begin abruptly at $z=0$, so that $\varphi''=\kappa^2\varphi$ for $z<0$ in a uniform field. Then $\varphi\propto e^{\kappa z}$, the induced charge is proportional to $e^{\kappa z}$, and its centroid is

$$z_0=\frac{\int_{-\infty}^0ze^{\kappa z}dz}{\int_{-\infty}^0e^{\kappa z}dz}=\frac{-1/\kappa^2}{1/\kappa}=-\frac1\kappa .$$

With no electrons outside the edge, the charge can collect only inside it. So the theorem identifies the image plane with the centroid, but it does not say on which side of the atoms the centroid falls. Coincidence with an atomic plane is not forbidden either. The position has to be computed for each surface.

**Q.** Then compute it for something resembling a real metal.

**A.** Take jellium, in which the ions are smeared into a uniform positive background, with roughly the density of aluminium. The rough lattice constant $0.405$ nm gives a (111) layer spacing of $0.405/\sqrt3=0.2338$ nm. Each atomic plane is replaced by a slice of background of that thickness centred on it, so the background ends half a spacing, $0.1169$ nm, above the outermost atomic plane. The electrons of a nine-layer slab, $2.104$ nm thick, are treated with Kohn–Sham theory in the local density approximation.

A field of $10.28$ MV/cm is applied across the slab. It induces opposite charges on the two faces. The part of the induced density that is odd about the midplane gives the linear response without the quadratic term. Its first moment on one side, divided by the full screening charge $\varepsilon_0E$ per area, places the image plane $0.0779$ nm ($1.472$ bohr) outside the background edge. Above the outermost atomic plane it lies at

$$0.1169+0.0779=0.1948\ \text{nm}.$$

**Q.** You divided by the ideal screening charge, not by the charge you found.

**A.** The half-slab actually holds $0.9935$ of it. Moments are taken from the midplane, $2.104/2+0.0779=1.130$ nm from the image plane, so dividing by the charge found would move the result outward by about $0.0065\times1.130=0.007$ nm. The fraction is a quantum-size effect. It oscillates about one with thickness, and the long lever arm magnifies it: between seven and sixteen layers the shift ranges from about $+0.007$ to $-0.008$ nm and shows no clear decrease. The ideal charge is the better choice, because with it the moment gives the point where the outside potential extrapolates to its midplane value.

A second calculation avoids the issue. It applies a weak field to one face of the grounded slab, with the total induced charge fixed by the field. This response is the sum of the odd one and an even one that adds charge but no moment about the midplane, so its literal centroid is exactly the weak-field limit of the number above. It lies at $0.0778$ nm from the edge; the difference of less than $0.0001$ nm is the cubic term at $10.28$ MV/cm. The extrapolated potential vanishes at $0.0767$ nm. In a thick metal the centroid and this zero coincide. Here they differ because a small potential remains on the far side of the slab. This difference understates the dependence on thickness. Between seven and sixteen layers the extrapolated zero oscillates between about $0.077$ and $0.082$ nm, with nine layers at the low end, so the uncertainty from the thickness is about $0.003$ nm. A more accurate discretization with a wider vacuum region moves the nine-layer values outward by $0.0003$ to $0.0004$ nm.

**Q.** All of that uses uniform fields. Does a point charge agree?

**A.** Its energy can be obtained from the slab's response at finite $k$, through the integral over $g(k)$, without presupposing an image plane. For a unit charge $q^2/(16\pi\varepsilon_0)=0.3600$ eV nm. At $1.0$ nm above the outermost atomic plane, the image law with its plane at the centroid gives

$$W=-\frac{0.3600}{1.0-0.1948}=-0.4471\ \text{eV}.$$

The three energies, in eV, are:

| Height above atoms (nm) | Full linear response | Plane at centroid | Plane at atoms |
|---|---|---|---|
| 0.6 | −0.8893 | −0.8885 | −0.6000 |
| 1.0 | −0.4465 | −0.4471 | −0.3600 |
| 2.0 | −0.1993 | −0.1994 | −0.1800 |

Relative to the full response, the atomic plane makes the attraction too weak by 33 %, 19 % and 10 %. For this slab the centroid law is within 0.1 to 0.2 % at all three heights; for ten layers the deviations are about 0.5 %, 0.25 % and 0.1 %. At $1.0$ nm most of the small remainder is the slab-size effect: with the extrapolated zero at $0.0767$ nm, the distance is $1.0-0.1169-0.0767=0.8064$ nm and the law gives $-0.4464$ eV. The entry at $0.6$ nm is less reliable. The charge there already lies in the far electron tail, and continuing $e^{kz}$ past it overstates its potential on the electrons beyond it. With the full $e^{-k|z-Z|}$ and a converged grid the energy is about $-0.888$ eV and the centroid law is about 0.15 % too strong, much as at $1.0$ nm. The closer agreement in the table at that height is accidental.

**Q.** Is the field of a unit charge at that distance still weak?

**A.** Its peak value at the image plane is twice the field of the bare charge, $44.4$ MV/cm for the height of $1.0$ nm. The size of the nonlinear effect can be estimated from the slab. If the image planes on its two faces shift by $+s$ and $-s$ relative to their weak-field positions, each measured outward from its own face, the interior potential energy, and with it the Fermi level, moves by $eEs$ in magnitude. At $10.28$ MV/cm this gives $s=0.0018$ nm, itself of the same order as the slab-size uncertainty. Scaled linearly to $44.4$ MV/cm it is $0.008$ nm. Moving the whole plane by this much would change the energy at $1.0$ nm by about 1 %, which is an overestimate because the field falls off away from the peak. A shift proportional to the local surface charge gives an energy cubic in that charge; charging up contributes a factor $2/3$ and the lateral profile a factor $4/7$, which leaves about 0.4 %. This is larger than the difference between the first two columns of the table at that height, so their close agreement is a statement about linear response. At $0.6$ nm the peak field is about $175$ MV/cm and the same scaling, there only a rough guide, gives about 3 %; at $2.0$ nm it gives 0.03 %.

**Q.** What else has been left out?

**A.** Thermal smearing is small: $kT$ over the Fermi energy is $0.002$ at 300 K. In a slab the distance of a subband edge from the Fermi level also matters. At 300 K the plane moves by less than $0.00001$ nm for nine layers and by $0.0003$ nm for thirteen, where an edge lies within $kT$ of the Fermi level. The lateral corrugation of the energy carries a factor $e^{-GZ}$, which is $10^{-11}$ over 1 nm for this lattice. Electron emission through the triangular barrier in the applied field has a tunnelling factor of about $10^{-21}$; image rounding of the barrier raises this to about $10^{-18}$, still negligible. Electron transfer between the metal and a real ion is not included, and for a positive unit charge it is not small. Take the potential of the charge, of its image and of the electron's own image along the axis. At $0.6$ nm the top of the barrier lies about $5.3$ eV below the vacuum level, which is under the Fermi level, so no barrier remains. At $1.0$ nm the tunnelling factor is $0.01$ to $0.05$, and only at $2.0$ nm is it below $10^{-8}$. The two nearer rows of the table are energies of a test charge that is not allowed to capture an electron.

**Q.** Can I use $0.195$ nm for an aluminium electrode on a chip?

**A.** Only as a rough size, probably somewhat too large, for a clean, flat (111) face in vacuum. The density and spacing are close to those of aluminium, but jellium has no ionic lattice. Its work function here is $3.77$ eV ($3.75$ to $3.82$ eV depending on thickness), against roughly $4.3$ eV for the real metal, so the surface is not reproduced in detail. Stabilized jellium, which adds a constant of about $-2.5$ eV inside the background to stand for the average difference between the ion pseudopotential and the potential of the uniform background, raises the work function to $4.2$–$4.3$ eV and pulls the plane in by about $0.03$ nm, to about $0.167$ nm above the atoms. The effect of the discrete lattice has not been computed. The applied field is comparable to the rough breakdown field of a good thin silicon dioxide film.

In a device the larger change is that an insulator replaces the vacuum. For a charge well inside a thick film of relative permittivity about 4, with the plane held fixed, the energy at $1.0$ nm drops from $0.447$ to about $0.11$ eV in magnitude. With vacuum above the film this needs a thickness of about 3 nm or more; a 2 nm film gives $0.10$ eV. The plane would move too, because the insulator changes the electron tail and adds its own interface polarization. That effect can be large. If the permittivity stays at one over a thin gap $t$ above the plane, the effective plane moves inward by about $(\epsilon-1)t$, and the energy falls to $0.094$ eV for $t=0.05$ nm and to $0.079$ eV for $t=0.1$ nm.

**Q.** And if I want the number for the actual atomic surface?

**A.** Calculate the slab with its atoms held fixed, in equal and opposite weak fields. Use a symmetric slab. Take half the difference of the two electron densities, average it laterally, and find its first moment on one side about the midplane, divided by the full screening charge $\varepsilon_0E$. The origin matters because the half-slab charge is not exactly $\varepsilon_0E$: for the jellium slab above, a moment about the edge would give $0.085$ nm instead of $0.078$ nm. Here $E$ is the field actually present in the vacuum; in a periodic cell without a dipole correction it exceeds the applied one, by a factor of $1.8$ for this slab in a 5 nm cell. Then vary the field and the slab thickness until the result is steady. Holding the atoms fixed gives the electronic image plane; if they relax in the field, their displaced charge belongs in $\delta\rho$ as well.

Do not look for the plane in the tail of the local-density potential. That exchange-correlation potential depends on the local density and dies away with it, so it contains no $1/z$ image tail. The plane found here describes how the surface responds to an external charge. The numerical output below gives the remaining values for both models.

## Values computed for the example and the checks

```
MODEL 1: corrugated local metal (atomic units)
centroid of induced charge          -0.14687 bohr
zero of extrapolated potential      -0.14687 bohr
ln g/(2k) - centroid, k=0.10/bohr   0.006621 bohr
ln g/(2k) - centroid, k=0.05/bohr   0.001653 bohr
ratio of these deviations           4.006
plane from energy at z=10 bohr      -0.13706 bohr
plane from energy at z=20 bohr      -0.14442 bohr
ratio of energy-plane deviations    4.003
ratio expected from inverse square  3.942
MODEL 2: jellium slab, aluminium-like density, LDA
lattice constant (rough, input)     0.405 nm
number of layers                    9
layer spacing                       0.2338 nm
slab thickness                      2.104 nm
electron density                    180.6 per nm3
density parameter rs                2.074 bohr
grid spacing                        0.01169 nm
occupied subbands                   12
work function of the slab           3.77 eV
applied field                       10.28 MV/cm
half-slab charge / full screening   0.9935
image plane measured from the jellium edge:
  centroid, finite-field Kohn-Sham  0.0779 nm
  same in atomic units              1.472 bohr
  centroid, one-sided response      0.0778 nm
  zero of extrapolated potential    0.0767 nm
  from g(k) at k=0.001/bohr       0.0767 nm
jellium edge above atomic plane     0.1169 nm
image plane above atomic plane      0.1948 nm
energy of unit charge (eV); height from atomic plane
height nm | full response | centroid | atomic plane
0.6 | -0.8893 | -0.8885 | -0.6000
1.0 | -0.4465 | -0.4471 | -0.3600
2.0 | -0.1993 | -0.1994 | -0.1800
NEGLECTED EFFECTS
spread of the roads (slab size)     0.00122 nm
plane shift in the applied field    0.00183 nm
peak field, unit charge at 1 nm     44.4 MV/cm
plane shift scaled to that field    0.00792 nm
its effect on energy at 1 nm        0.98 %
corrugation factor exp(-G z), 1 nm  9.9e-12
kT/Fermi energy at 300 K            0.00222
WKB emission factor, applied field  8.1e-22
```
